Diffusive Resistance of an Elliptical Constriction Between Two Half-Spaces

**Q.** You say that two metal blocks touching through an elliptical spot have a resistance ρK(k)/(πa). What exactly is being claimed?

**A.** Two identical, homogeneous, isotropic half-spaces of resistivity ρ meet at the plane z = 0. The plane is a thin perfect insulator except for an elliptical opening x²/a² + y²/b² < 1, with a > b, where the metal is continuous. The potential U tends to 0 far below and to V far above, and a current I flows. The claim is

R = V/I = ρ K(k)/(πa), k² = 1 − b²/a²,

K(k) = ∫₀^{π/2} dθ/√(1 − k² sin²θ).

Here k is the modulus; the library routine used in the program takes k² as the argument instead. "Diffusive" means that Ohm's law holds locally, which needs a mean free path much shorter than b.

**Q.** You do not know the potential in the opening. How can you start?

**A.** Symmetry gives it. The function V − U(x,y,−z) obeys the same equation, insulating condition and far values as U. The solution is unique: the difference of two solutions tends to zero on both far sides, so any current it carried would cross no potential drop. It would then dissipate nothing and be constant, and the far values make that constant zero. Hence

U(x,y,z) + U(x,y,−z) = V.

In the opening the two sides share one potential, so U = V/2 there. On the insulator the two faces may differ, and only their sum is fixed.

One side is now enough. Reflect the lower half into z > 0 and call its potential φ. With V₀ = V/2,

∇²φ = 0 for z > 0,
φ = V₀ on the ellipse,
∂φ/∂z = 0 on the rest of the plane,
φ → 0 far away.

The other side has an equal drop, so R = 2V₀/I.

**Q.** The plane carries two kinds of boundary condition. Why should that have a closed solution?

**A.** Because there is a family of surfaces that flattens onto the ellipse. Define λ as the positive root of

x²/(a² + λ) + y²/(b² + λ) + z²/λ = 1.

For z ≠ 0 the left side falls steadily from infinity to zero as λ grows, so there is one positive root. Surfaces of constant λ are ellipsoids, and λ → 0 is the flat elliptical disc. I try a potential that depends on λ alone.

**Q.** A family of surfaces need not be a family of equipotentials. Show that it works.

**A.** Write x₁, x₂, x₃ for x, y, z and A₁ = a² + λ, A₂ = b² + λ, A₃ = λ. Let λᵢ = ∂λ/∂xᵢ, and define

S = Σ xᵢ²/Aᵢ², T = Σ xᵢ²/Aᵢ³.

Differentiating Σ xⱼ²/Aⱼ = 1 with respect to xᵢ gives

2xᵢ/Aᵢ − Sλᵢ = 0, so λᵢ = 2xᵢ/(AᵢS).

Squaring and summing,

|∇λ|² = 4S/S² = 4/S.

For the Laplacian, differentiate 2xᵢ/Aᵢ − Sλᵢ = 0 once more with respect to xᵢ and sum over i:

Σ 2/Aᵢ − Σ 2xᵢλᵢ/Aᵢ² − Σ λᵢ ∂S/∂xᵢ − S∇²λ = 0.

The second sum is 4T/S. For the third, ∂S/∂xᵢ = 2xᵢ/Aᵢ² − 2Tλᵢ, so

Σ λᵢ ∂S/∂xᵢ = 4T/S − 2T(4/S) = −4T/S.

These two contributions cancel, leaving

∇²λ = (2/S) Σ 1/Aᵢ.

For φ = φ(λ), Laplace's equation is φ''|∇λ|² + φ'∇²λ = 0. The factor S, which varies over an ellipsoid, drops out:

φ''/φ' = −½[1/(a² + λ) + 1/(b² + λ) + 1/λ].

The right side depends on λ alone, so the trial is consistent. Integrating twice, with φ = 0 at infinity,

φ(λ) = C ∫_λ^∞ ds/√(s(s + a²)(s + b²)).

**Q.** Where does K come from?

**A.** Put s = a² cot²θ. Then

ds = −2a² (cosθ/sin³θ) dθ,
s + a² = a²/sin²θ,
s + b² = a²(1 − k² sin²θ)/sin²θ.

The last line uses b² = a²(1 − k²). The square root becomes a³ cosθ √(1 − k² sin²θ)/sin³θ, so the integrand reduces to (2/a) dθ/√(1 − k² sin²θ) once the minus sign has reversed the limits. The lower limit s = λ corresponds to tanθ_λ = a/√λ, and s = ∞ to θ = 0. On the disc λ = 0 and θ_λ = π/2, so the whole integral is 2K/a. Setting φ = V₀ there gives C = V₀a/(2K), and

φ = V₀ F(θ_λ,k)/K(k),

where F is the same integral as K but with upper limit θ_λ.

**Q.** You have fixed the value on the ellipse. Does current leak through the insulator?

**A.** No. Outside the ellipse λ stays positive as z → 0, and ∂λ/∂z = 2z/(λS) vanishes at z = 0. Hence ∂φ/∂z = 0 there.

Inside the ellipse λ goes to zero with z. Let w = 1 − x²/a² − y²/b². The defining equation gives z²/λ → w, so λ ≈ z²/w. For small λ,

V₀ − φ ≈ (V₀a/2K) ∫₀^λ ds/(ab√s) = V₀√λ/(bK) = V₀z/(bK√w).

The current density entering the half-space is therefore

J = −(1/ρ)∂φ/∂z = V₀/(ρbK√w).

**Q.** That is infinite at the rim. Is the total current finite?

**A.** Yes. Far away λ ≈ r², the integral tends to 2/r, and φ → V₀a/(Kr). The radial current density is V₀a/(ρKr²). Through a hemisphere of area 2πr²,

I = 2πaV₀/(ρK).

The opening must give the same current. With x = as cosα and y = bs sinα, the area element is ab s ds dα, and

∫ dx dy/√w = 2πab ∫₀¹ s ds/√(1 − s²) = 2πab.

Multiplying by V₀/(ρbK) again gives 2πaV₀/(ρK). The result is

R = 2V₀/I = ρK(k)/(πa).

Each side contributes half. Eliminating V₀ also gives J = I/(2πab√w), so the density at the centre is half the mean. For a circle K = π/2 and R = ρ/(2a).

**Q.** Can the resistance be found without your ellipsoids?

**A.** It can. A current element J dA entering an insulated half-space contributes ρJ dA/(2πr) to the potential. One can divide the ellipse into panels and solve for the densities that make the potential equal at all panel centres. With 576 panels in one quadrant, the others following by symmetry, this gives Ra/ρ = 0.89305 for b/a = 0.25, against 0.89165 from the formula, a relative difference of 0.16%. With 144 panels it gives 0.89489, so refinement moves it towards the formula. For b/a = 0.6 the values are 0.63580 and 0.63512.

**Q.** An elliptic integral tells me little. Why not use a circle of equal area?

**A.** The formula can be turned into one that answers this. Put s = t² in the full integral. It becomes 2j(a,b), with

j(a,b) = ∫₀^∞ dt/√((t² + a²)(t² + b²)) = K/a,

so R = ρj/π. Now set u = (t − ab/t)/2, which runs from −∞ to ∞. Then

du = (t² + ab) dt/(2t²),
u² + ab = (t² + ab)²/(4t²),
u² + (a + b)²/4 = (t² + a²)(t² + b²)/(4t²).

Dividing du by the square root of the product of the last two expressions gives 2dt/√((t² + a²)(t² + b²)). The u integrand is even, so its full integral is twice that over u > 0. The factors of two cancel:

j(a,b) = j((a + b)/2, √(ab)).

The semi-axes may thus be replaced by their arithmetic and geometric means without changing R. Their new difference is (√a − √b)²/2, at most half the old one, so repetition drives both to a common value M, the arithmetic-geometric mean. Since j(M,M) = π/(2M),

R = ρ/(2M).

M is the radius of the circle with the same resistance. After one step the smaller number is √(ab), and it rises afterwards, so M > √(ab). At fixed area and resistivity, an ellipse has less resistance than a circle. The equal-area circle is an upper bound, and a poor estimate for long shapes.

**Q.** And for a very thin slit?

**A.** Split j at t = √(ab). The substitution t → ab/t maps the upper part onto the lower, so j is twice the integral from 0 to √(ab). There t²/a² ≤ b/a, which is small, and √(t² + a²) ≈ a. Hence

j ≈ (2/a) arsinh√(a/b) ≈ (1/a) ln(4a/b),

R ≈ ρ ln(4a/b)/(πa) for b ≪ a.

As long as b stays far above the mean free path, closing the slit at fixed a raises R only logarithmically, although the area falls in proportion to b. The length of the opening matters more than its width.

**Q.** Give me numbers for a real interconnect.

**A.** Take two copper pillars joined face to face by direct copper-copper bonding, each 40 µm in diameter and 20 µm tall, touching at one spot with a = 1 µm and b = 0.25 µm. Rough values for copper at 20 °C are ρ = 1.7 µΩ cm and a mean free path ℓ = 40 nm. Then

k² = 1 − 0.25² = 0.9375, K = 2.8012,

R = (1.7×10⁻⁸ Ω m)(2.8012)/(π × 10⁻⁶ m) = 15.2 mΩ.

The mean M = 0.5608 µm gives the same value. The equal-area circle has radius 0.5 µm and resistance 17.0 mΩ, which is 12% above the ellipse. The slit formula gives 15.0 mΩ, 1% below it. At 10 mA the drop is 0.152 mV. The mean current density is 1.27 MA/cm², and that at the centre is 0.64 MA/cm².

**Q.** Your spot is only six mean free paths wide on its short semi-axis. Is Ohm's law safe?

**A.** Not to one per cent. For free electrons with density of states N at the Fermi level and speed v, 1/ρ = e²Nvℓ/3. A ballistic opening of area A has conductance e²NvA/4, where the quarter is ½∫₀¹ c dc, the direction cosine c averaged over all directions with only forward-moving electrons counted. Its resistance, named after Sharvin, is

R_S = 4ρℓ/(3A).

With A = πab = 0.785 µm² this is 1.15 mΩ, or 7.6% of R. This sets the scale of the error. Adding it in full to R is a simple interpolation, and the true rise can be noticeably smaller. The ratio is R_S/R = 4ℓ/(3bK). For this shape and ℓ it reaches one at b ≈ 19 nm, so the diffusive formula alone cannot serve for copper openings of that size.

**Q.** The pillars are not half-spaces either.

**A.** Their side walls stop the current from spreading. Assume that the spot lies on the pillar axis. Seen from afar it is then a point source on the axis of an insulated cylinder of radius P. Expand the potential in modes J₀(αₙr/P), where J₁(αₙ) = 0 makes the wall flux vanish. Matching the source, with ∫J₀² dA = πP²J₀²(αₙ), gives on the axis

φ = (ρI/πP)[Σ e^{−αₙz/P}/(αₙJ₀²(αₙ)) − z/P].

The last term is the ordinary bulk drop. Subtract the half-space potential ρI/(2πz) and let z → 0; the bracket tends to g₀ = −1.1068. To leading order in a/P, the two sides change the constriction resistance by

ΔR = 2ρg₀/(πP) = −0.60 mΩ,

or −4.0%. This figure leaves out the bulk resistance of the pillars, 0.54 mΩ for both, which must be added to obtain the total. If the far ends are equipotentials at height h = 20 µm, each mode at the opening gains a factor tanh(αₙh/P). This is so close to one that R changes by only about −0.001 mΩ. Both figures hold for a central spot. Off the axis, modes without axial symmetry enter: the width correction shrinks to about −3% at half the radius, changes sign near 0.78P and is about +6% at 0.9P, and the height correction grows to a few hundredths of a milliohm.

**Q.** Suppose the bonded interface itself resists. Do I add its specific resistance divided by the area?

**A.** That gives only a lower bound. The actual current pattern minimises the total dissipation at fixed I. The metal dissipates at least RI², and an interface of specific resistance r_c dissipates r_c∫J² dA ≥ r_cI²/A, with equality for uniform J. For an assumed, rough r_c = 3×10⁻¹² Ω cm², the bound is 0.38 mΩ.

The bare profile cannot be used to improve on this, because J² varies as 1/w and its integral diverges logarithmically at the rim. The interface must be allowed to flatten the profile. Adding a drop r_cJ/2 on each side to the panel equations does so, and the added resistance is about 0.6 mΩ, or 4% of R. This is only an Ohmic estimate: the interface lowers the current density within about 10 nm of the rim, on the scale r_c/ρ = 18 nm, which is shorter than the mean free path, and raises it by roughly 10% over the rest of the opening.

The assumed r_c stands for a very clean interface. Oxide or contamination can raise it greatly, and above r_c ≈ 1.2×10⁻¹⁰ Ω cm² the lower bound r_c/A alone exceeds R.

**Q.** What about heat?

**A.** At 10 mA the operating temperature matters more than self-heating. With a rough linear coefficient of 0.0039 per kelvin, going from 20 to 100 °C raises R by 31%, to 19.9 mΩ.

For self-heating, let ψ be the potential measured from the opening on one side, and κ the thermal conductivity, taken as constant. Heat balance is κ∇²T = −|∇ψ|²/ρ. Since ∇²ψ = 0, ∇²(ψ²) = 2|∇ψ|², so T = T_opening − ψ²/(2κρ). This also carries no heat through the insulator or, by symmetry, across the opening. Far away ψ² = V²/4. With the Wiedemann–Franz law κρ = LT, where L = 2.44×10⁻⁸ V²/K², the opening is hotter than the distant metal by

ΔT = V²/(8κρ) = V²/(8LT) ≈ 0.4 mK.

This assumes that heat leaves through the metal alone. The rise grows as I²: it is about 4 K at 1 A and tens of kelvin at a few amperes, where it can no longer be neglected.

**Q.** Would a real bonded pillar show 15 mΩ?

**A.** It could, if it touched at one clean spot like this. A joint touching over its whole face would show about the same total if its interface had r_c ≈ 1.8×10⁻⁷ Ω cm², so a measured 15 mΩ does not by itself reveal a small spot. The pillar dimensions and copper values are realistic in size, but a single micrometre spot stands for a nearly failed joint. A sound joint touches over much of its face, which breaks the assumption of one isolated opening. If the whole face bonded without interface resistance, the constriction term would vanish and the 0.54 mΩ of the pillars would remain. For the isolated spot at 20 °C, the Sharvin term is 8% of R and may overstate the ballistic effect, while for a spot on the axis the width and interface effects are each roughly 4%, with opposite signs, so 15 mΩ is meaningful to roughly ten per cent only if the spot is not near the side wall, the interface is as clean as assumed and the other rough inputs hold. With a more resistive interface, the joint could show far more than 15 mΩ. The numerical output below lists the main values used here.

Computed results

```
Resistivity, rough Cu value: 1.70 uohm cm
Mean free path, rough Cu value: 40 nm
Semi-axis a: 1.00 um
Semi-axis b: 0.25 um
Pillar diameter: 40 um
Height of each pillar: 20 um
Current: 10.0 mA
k^2: 0.9375
k: 0.9682
K(k): 2.80121
Arithmetic-geometric mean of a and b: 0.5608 um
Constriction resistance R: 15.158 mohm
R of one side: 7.579 mohm
Equal-area circle radius: 0.500 um
Equal-area circle resistance: 17.000 mohm
Circle excess over ellipse: 12.15 %
Slit estimate, ln(4a/b) for K: 15.003 mohm
Opening area: 0.7854 um^2
Voltage across constriction: 0.1516 mV
Mean current density: 1.273 MA/cm2
Current density at centre: 0.637 MA/cm2
R a/rho at b/a = 1: 0.50000
R a/rho at b/a = 0.5: 0.68644
R a/rho at b/a = 0.25: 0.89165
R a/rho at b/a = 0.1: 1.17636
Hemisphere-flux R a/rho at b/a = 0.4: 0.75098
Formula R a/rho at b/a = 0.4: 0.75098
Boundary elements R a/rho, b/a = 0.25, 144 panels: 0.89489
Boundary elements R a/rho, b/a = 0.25, 576 panels: 0.89305
Boundary elements R a/rho, b/a = 0.6, 576 panels: 0.63580
Formula R a/rho at b/a = 0.6: 0.63512
Mean free path / b: 0.160
Sharvin term: 1.154 mohm
Sharvin term / R: 7.62 %
Cylinder regular part g0: -1.1068
Finite pillar width changes R by: -0.599 mohm
Finite width change / R: -3.95 %
Finite pillar height changes R by: -0.00082 mohm
Bulk resistance of both pillars: 0.541 mohm
Interface specific resistance, rough: 3.0e-12 ohm cm2
Interface adds, boundary elements: 0.58 mohm
Interface lower bound r_c/area: 0.382 mohm
Interface addition / R: 3.8 %
Temperature coefficient, rough: 0.0039 1/K
R at 100 C (80 K above 20 C): 19.89 mohm
Increase of R at 100 C: 31.2 %
Lorenz number: 2.443e-08 V^2/K^2
Self-heating at the opening: 0.401 mK
```
